# Which Vacancy–Interstitial Equilibrium Products Are Independent of Doping?: a numerical check

```python
"""
Result under test: in I-V equilibrium the product of NEUTRAL interstitial and
vacancy concentrations, K0, is independent of doping. The product of TOTAL
concentrations is P = K0 * S_I * S_V and in general depends on doping.
S_X = sum over charges q of exp(-(e_q + q*E_F)/kT), with e_0 = 0.
I = self-interstitial, V = vacancy, q = charge in units of e,
E_F = Fermi level, e_q = charge-state energy relative to the neutral defect.
Model tests use kT = 1 and a reduced concentration unit with n_i = 1.
The silicon example uses eV and cm^-3, energies from the valence-band edge.
"""
from itertools import product as combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln


def charge_sum(offsets, fermi, kT):
    return sum(np.exp(-(e + q * fermi) / kT) for q, e in offsets.items())


def charge_moments(offsets, fermi, kT):
    charges = np.array(list(offsets), dtype=float)
    energies = np.array(list(offsets.values()))
    weights = np.exp(-(energies + charges * fermi) / kT)
    weights /= weights.sum()
    mean = weights @ charges
    return mean, weights @ (charges - mean) ** 2


# ---- Dilute law from exact counting of site occupations ----
sites, cost = 10**7, 9.0
number = np.arange(1, 6000)
log_weight = (gammaln(sites + 1) - gammaln(number + 1)
              - gammaln(sites - number + 1) - cost * number)
most_likely = number[np.argmax(log_weight)]
assert abs(most_likely / (sites * np.exp(-cost)) - 1) < 2e-3


# ---- Direct minimisation of the free energy of a doped crystal ----
def relax_crystal(vac, inter, donors, surfaces, extra_vacancies=0.0):
    """Minimise sum N*(energy + ln N - 1), conserving charge and,
    when there are no surfaces, also total V minus total I."""
    nv, ni = len(vac), len(inter)
    energy = np.array([*vac.values(), *inter.values(), 0.0, 0.0])
    charge = np.array([*vac, *inter, -1, 1], dtype=float)
    kind = np.array([1.0] * nv + [-1.0] * ni + [0.0, 0.0])
    conc = np.array([(1.2 + extra_vacancies) / nv] * nv
                    + [1.2 / ni] * ni + [0.0, 0.0])
    net = charge @ conc + donors
    conc[-1] = 1 + max(0.0, -net)       # holes
    conc[-2] = conc[-1] + net           # electrons
    rows = [charge] if surfaces else [charge, kind]
    moves = null_space(np.array(rows))

    def free_energy(c):
        return np.sum(c * (energy + np.log(c) - 1))

    for _ in range(200):
        gradient = moves.T @ (energy + np.log(conc))
        if np.max(np.abs(gradient)) < 1e-11:
            break
        hessian = moves.T @ (moves / conc[:, None])
        step = -moves @ np.linalg.solve(hessian, gradient)
        scale = 1.0
        for _ in range(60):
            trial = conc + scale * step
            if trial.min() > 0 and free_energy(trial) <= free_energy(conc) + 1e-12:
                conc = trial
                break
            scale /= 2
    assert np.max(np.abs(gradient)) < 1e-8
    return (dict(zip(vac, conc[:nv])), dict(zip(inter, conc[nv:nv + ni])),
            conc[-2])


toy_vac = {1: 2.0, 0: 1.0, -1: 1.2, -2: 2.5}
toy_int = {1: 0.8, 0: 1.2, -1: 2.4}
toy_vac_rel = {q: e - toy_vac[0] for q, e in toy_vac.items()}
toy_int_rel = {q: e - toy_int[0] for q, e in toy_int.items()}
toy_K0 = np.exp(-toy_vac[0] - toy_int[0])
closed_rows = []
for surfaces, extra in ((True, 0.0), (False, 0.0), (False, 0.8)):
    neutral_vacancies, totals = [], []
    opposite_pairs, like_pairs = [], []
    for donors in (-5.0, 0.0, 5.0):
        v, i, n = relax_crystal(toy_vac, toy_int, donors, surfaces, extra)
        total = sum(v.values()) * sum(i.values())
        mu = np.log(n)
        predicted = (toy_K0 * charge_sum(toy_vac_rel, mu, 1.0)
                     * charge_sum(toy_int_rel, mu, 1.0))
        assert abs(v[0] * i[0] / toy_K0 - 1) < 1e-6
        assert abs(total / predicted - 1) < 1e-6
        neutral_vacancies.append(v[0])
        totals.append(total)
        opposite_pairs.append(i[1] * v[-1])
        like_pairs.append(i[0] * v[-1])
        if not surfaces and extra == 0.0:
            closed_rows.append((donors, v[0], i[0], v[0] * i[0], total))
    assert np.ptp(opposite_pairs) / opposite_pairs[0] < 1e-6
    assert max(like_pairs) / min(like_pairs) > 2
    assert max(totals) / min(totals) > 1.5
    spread = max(neutral_vacancies) / min(neutral_vacancies)
    assert abs(spread - 1) < 1e-6 if surfaces else spread > 1.3

# Exception: one charge state each, with cancelling charges
single = []
for donors in (-5.0, 0.0, 5.0):
    v, i, n = relax_crystal({-1: 1.2}, {1: 0.8}, donors, True)
    single.append(v[-1] * i[1])
assert np.ptp(single) / single[0] < 1e-6


# ---- Charge-resolved recombination with fast charge exchange ----
channels = {(1, -1): 3.0, (0, 0): 1.0, (1, -2): 2.0,
            (-1, 1): 3.0, (0, -1): 0.5}      # (charge of I, charge of V)
int_charges, vac_charges = [1, 0, -1], [1, 0, -1, -2]


def kinetic_rhs(time, conc, mu, exchange=1e5):
    change = np.zeros(7)
    for charges, energies, first in ((int_charges, toy_int, 0),
                                     (vac_charges, toy_vac, 3)):
        for k in range(len(charges) - 1):
            high, low = charges[k], charges[k + 1]
            ratio = np.exp(-(energies[high] - energies[low] + mu))
            flow = exchange * (conc[first + k] - ratio * conc[first + k + 1])
            change[first + k] -= flow
            change[first + k + 1] += flow
    for (qi, qv), rate in channels.items():
        a, b = int_charges.index(qi), 3 + vac_charges.index(qv)
        generation = np.exp(-(toy_int[qi] + toy_vac[qv] + (qi + qv) * mu))
        loss = rate * (conc[a] * conc[b] - generation)
        change[a] -= loss
        change[b] -= loss
    return change


for mu in (-1.5, 0.0, 1.5):
    start = np.array([0, 3.0, 0, 0, 2.0, 0, 0])
    run = solve_ivp(kinetic_rhs, (0, 60), start, method="BDF", args=(mu,),
                    t_eval=[0.05, 60], rtol=1e-8, atol=1e-11)
    assert run.success
    early, late = run.y[:, 0], run.y[:, 1]
    measured_rate = -kinetic_rhs(0, early, mu)[:3].sum()
    S_i = charge_sum(toy_int_rel, mu, 1.0)
    S_v = charge_sum(toy_vac_rel, mu, 1.0)
    k_eff = sum(k * np.exp(-(toy_int_rel[a] + toy_vac_rel[b] + (a + b) * mu))
                for (a, b), k in channels.items())
    law = k_eff * (early[:3].sum() * early[3:].sum() / (S_i * S_v) - toy_K0)
    # finite exchange speed leaves a small departure from charge equilibrium
    assert abs(measured_rate / law - 1) < 2e-3
    assert abs(late[1] * late[4] / toy_K0 - 1) < 1e-4
    assert abs(late[:3].sum() - late[3:].sum() - 1) < 1e-5

# ---- Silicon-like example at an anneal temperature ----
T = 1273.15
kT = const.k * T / const.e
gap, mass_e, mass_h = 0.78, 1.2, 1.1
site_density = 5e22
G_vac, G_int = 2.8, 2.9
levels = (0.10, 0.45, 0.65, 0.40, 0.70)   # V: +/0, 0/-, -/2-; I: +/0, 0/-


def offsets_from_levels(lv):
    vac = {1: -lv[0], 0: 0.0, -1: lv[1], -2: lv[1] + lv[2]}
    inter = {1: -lv[3], 0: 0.0, -1: lv[4]}
    return vac, inter


def band_density(mass):
    return 2 * (2 * np.pi * mass * const.m_e * const.k * T
                / const.h**2) ** 1.5 * 1e-6


Nc, Nv = band_density(mass_e), band_density(mass_h)
prefactor = (2 * mass_e * const.m_e * const.k * T / const.hbar**2) ** 1.5
direct_Nc = prefactor / (2 * np.pi**2) * 1e-6 * quad(
    lambda u: np.sqrt(u) * np.exp(-u), 0, 60)[0]
assert abs(direct_Nc / Nc - 1) < 1e-6

n_i = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
E_i = gap / 2 + kT / 2 * np.log(Nv / Nc)
vac, inter = offsets_from_levels(levels)
V0 = site_density * np.exp(-G_vac / kT)
I0 = site_density * np.exp(-G_int / kT)
K0 = V0 * I0


def sum_product(fermi, lv=levels):
    a, b = offsets_from_levels(lv)
    return charge_sum(a, fermi, kT) * charge_sum(b, fermi, kT)


def boltzmann_fermi(doping):
    root = np.sqrt(doping**2 / 4 + n_i**2)
    n = doping / 2 + root if doping >= 0 else n_i**2 / (root - doping / 2)
    return n, E_i + kT * np.log(n / n_i)


# Slope and curvature of ln P against mean charges and charge variances
h = 1e-3
for fermi in np.linspace(0.05, gap - 0.05, 9):
    below, here, above = (np.log(sum_product(fermi + s * h * kT))
                          for s in (-1, 0, 1))
    mv, var_v = charge_moments(vac, fermi, kT)
    mi, var_i = charge_moments(inter, fermi, kT)
    assert abs((above - below) / (2 * h) + mv + mi) < 1e-5
    assert abs((above - 2 * here + below) / h**2 - var_v - var_i) < 1e-5
lowest = minimize_scalar(lambda f: np.log(sum_product(f)), bounds=(0, gap),
                         method="bounded", options={"xatol": 1e-9}).x
assert abs(charge_moments(vac, lowest, kT)[0]
           + charge_moments(inter, lowest, kT)[0]) < 1e-4


def fermi_integral(eta):
    return 2 / np.sqrt(np.pi) * quad(
        lambda u: np.sqrt(u) / (1 + np.exp(u - eta)), 0, 60)[0]


def degenerate_fermi(doping):
    return brentq(lambda f: (Nc * fermi_integral((f - gap) / kT)
                             - Nv * fermi_integral(-f / kT) - doping) / 1e20,
                  -0.5, gap + 0.5)


print(f"T = {T:.2f} K, kT = {kT:.4f} eV, gap = {gap:.2f} eV")
print(f"band masses: electron {mass_e}, hole {mass_h} (electron masses)")
print(f"Nc = {Nc:.3e}, Nv = {Nv:.3e} cm^-3")
print(f"n_i = {n_i:.3e} cm^-3, E_i = {E_i:.4f} eV above valence edge")
print(f"V levels +/0, 0/-, -/2-: {levels[0]}, {levels[1]}, {levels[2]} eV")
print(f"I levels +/0, 0/-: {levels[3]}, {levels[4]} eV")
print(f"site density = {site_density:.1e} cm^-3")
print(f"neutral free energies: V {G_vac} eV, I {G_int} eV")
print(f"neutral V = {V0:.3e}, neutral I = {I0:.3e} cm^-3")
print(f"neutral product K0 = {K0:.3e} cm^-6")
intrinsic = sum_product(E_i)
doping_size = 1e20
ratios = {}
for label, doping in (("intrinsic", 0.0), ("donors", doping_size),
                      ("acceptors", -doping_size)):
    n, fermi = boltzmann_fermi(doping)
    Sv, Si = charge_sum(vac, fermi, kT), charge_sum(inter, fermi, kT)
    mv, mi = (charge_moments(d, fermi, kT)[0] for d in (vac, inter))
    ratios[label] = Sv * Si / intrinsic
    pair = K0 * np.exp(-(inter[1] + fermi) / kT) * np.exp(
        -(vac[-1] - fermi) / kT)
    print(f"[{label}] net doping = {doping:.1e} cm^-3")
    print(f"  n = {n:.3e}, p = {n_i**2 / n:.3e} cm^-3, n/n_i = {n / n_i:.4f}")
    print(f"  E_F - E_i = {fermi - E_i:.4f} eV, S_V = {Sv:.3f}, S_I = {Si:.3f}")
    print(f"  mean charge: V {mv:.3f}, I {mi:.3f} e")
    print(f"  total V = {V0 * Sv:.3e}, total I = {I0 * Si:.3e} cm^-3")
    print(f"  total product = {K0 * Sv * Si:.3e} cm^-6")
    print(f"  total product / intrinsic = {ratios[label]:.3f}")
    print(f"  I+ V- product = {pair:.3e} cm^-6")
    if doping:
        defect_charge = abs(V0 * Sv * mv + I0 * Si * mi) / abs(doping)
        print(f"  defect charge / dopant charge = {defect_charge:.1e}")
assert min(ratios["donors"], ratios["acceptors"]) > 2
print(f"minimum of total product: E_F - E_i = {lowest - E_i:.4f} eV")
print(f"minimum / intrinsic = {sum_product(lowest) / intrinsic:.4f}")

# ---- Size of neglected effects ----
degenerate_reference = sum_product(degenerate_fermi(0.0))
narrowing = 0.05
print(f"assumed shift of majority band edge = {narrowing} eV")
for label, sign in (("donors", 1), ("acceptors", -1)):
    full = sum_product(degenerate_fermi(sign * doping_size))
    fermi = boltzmann_fermi(sign * doping_size)[1]
    shifted = sum_product(fermi - sign * narrowing) / intrinsic
    trial_ratios = []
    for signs in combinations((-0.1, 0.1), repeat=5):
        trial = tuple(a + b for a, b in zip(levels, signs))
        trial_ratios.append(sum_product(fermi, trial) / sum_product(E_i, trial))
    print(f"{label}: ratio with Fermi-Dirac = {full / degenerate_reference:.3f}")
    print(f"{label}: ratio with band-edge shift = {shifted:.3f}")
    print(f"{label}: ratio, levels +/-0.1 eV = "
          f"{min(trial_ratios):.2f} to {max(trial_ratios):.2f}")
binding, neighbours = 1.0, 4
pair_ratio = neighbours * doping_size / site_density * np.exp(binding / kT)
print(f"assumed donor-vacancy binding = {binding} eV, {neighbours} sites")
print(f"neutral donor-vacancy pairs / isolated V- = {pair_ratio:.1f}")
film_strain = 5e-24 * doping_size
mean_stress = 2 / 3 * 180e9 * film_strain
strain_energy = mean_stress * 0.02e-27 / const.e
print(f"coherent film: strain {film_strain:.1e}, "
      f"mean stress {mean_stress / 1e6:.0f} MPa")
print(f"K0 change for 0.02 nm^3 volume = "
      f"{100 * np.expm1(strain_energy / kT):.1f} percent")
print("closed model crystal, reduced units (n_i = 1, total V = total I):")
for donors, v0, i0, neutral, total in closed_rows:
    print(f"  doping {donors:+.0f}: V0 {v0:.4f}, I0 {i0:.4f}, "
          f"V0*I0 {neutral:.4f}, total {total:.4f}")
print("PASS")
```

Running it gives:

```
T = 1273.15 K, kT = 0.1097 eV, gap = 0.78 eV
band masses: electron 1.2, hole 1.1 (electron masses)
Nc = 2.884e+20, Nv = 2.531e+20 cm^-3
n_i = 7.724e+18 cm^-3, E_i = 0.3828 eV above valence edge
V levels +/0, 0/-, -/2-: 0.1, 0.45, 0.65 eV
I levels +/0, 0/-: 0.4, 0.7 eV
site density = 5.0e+22 cm^-3
neutral free energies: V 2.8 eV, I 2.9 eV
neutral V = 4.122e+11, neutral I = 1.657e+11 cm^-3
neutral product K0 = 6.830e+22 cm^-6
[intrinsic] net doping = 0.0e+00 cm^-3
  n = 7.724e+18, p = 7.724e+18 cm^-3, n/n_i = 1.0000
  E_F - E_i = 0.0000 eV, S_V = 1.666, S_I = 2.225
  mean charge: V -0.337, I 0.501 e
  total V = 6.866e+11, total I = 3.686e+11 cm^-3
  total product = 2.531e+23 cm^-6
  total product / intrinsic = 1.000
  I+ V- product = 4.330e+22 cm^-6
[donors] net doping = 1.0e+20 cm^-3
  n = 1.006e+20, p = 5.930e+17 cm^-3, n/n_i = 13.0241
  E_F - E_i = 0.2816 eV, S_V = 16.123, S_I = 1.813
  mean charge: V -1.437, I -0.349 e
  total V = 6.646e+12, total I = 3.004e+11 cm^-3
  total product = 1.996e+24 cm^-6
  total product / intrinsic = 7.888
  I+ V- product = 4.330e+22 cm^-6
  defect charge / dopant charge = 9.7e-08
[acceptors] net doping = -1.0e+20 cm^-3
  n = 5.930e+17, p = 1.006e+20 cm^-3, n/n_i = 0.0768
  E_F - E_i = -0.2816 eV, S_V = 2.031, S_I = 16.233
  mean charge: V 0.466, I 0.938 e
  total V = 8.371e+11, total I = 2.690e+12 cm^-3
  total product = 2.252e+24 cm^-6
  total product / intrinsic = 8.896
  I+ V- product = 4.330e+22 cm^-6
  defect charge / dopant charge = 2.9e-08
minimum of total product: E_F - E_i = 0.0260 eV
minimum / intrinsic = 0.9806
assumed shift of majority band edge = 0.05 eV
donors: ratio with Fermi-Dirac = 9.858
donors: ratio with band-edge shift = 3.767
donors: ratio, levels +/-0.1 eV = 1.40 to 45.13
acceptors: ratio with Fermi-Dirac = 10.846
acceptors: ratio with band-edge shift = 4.872
acceptors: ratio, levels +/-0.1 eV = 2.49 to 24.32
assumed donor-vacancy binding = 1.0 eV, 4 sites
neutral donor-vacancy pairs / isolated V- = 72.7
coherent film: strain 5.0e-04, mean stress 60 MPa
K0 change for 0.02 nm^3 volume = 7.1 percent
closed model crystal, reduced units (n_i = 1, total V = total I):
  doping -5: V0 0.5277, I0 0.2100, V0*I0 0.1108, total 1.8399
  doping +0: V0 0.3562, I0 0.3111, V0*I0 0.1108, total 0.7452
  doping +5: V0 0.2058, I0 0.5384, V0*I0 0.1108, total 1.7541
PASS
```
